\section*{The Casimir–Polder formula for dispersion, tested on two hydrogen atoms, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from coupled oscillators to a sum over states}

\subsection{What symmetry and dimensions fix}

Two neutral spherical atoms, A and B, have their nuclei fixed a distance $R$ apart on the $z$ axis. Neither has an average dipole moment, yet they attract each other at long range. Most of the form of this attraction follows before any detailed calculation.

The leading interaction between two neutral charge clouds couples their dipoles and has the form (dipole of A)(dipole of B)$/R^3$. Now invert the coordinates of all electrons of A through nucleus A, and leave B alone. The isolated atoms are unchanged, but the dipole of A changes sign, and so does the interaction. The energy must therefore be an even function of the interaction strength. Its first possible contribution is of second order:
\begin{equation}
E(R)\simeq-\frac{C_6}{R^6}.
\end{equation}

In Gaussian units a dipole is charge times length and a field is charge divided by length squared. The static polarizability $\alpha$, which is dipole divided by field, is a volume. The product $\alpha_A\alpha_B$ is thus a length to the sixth power, and $C_6$ must be an energy times this. We may write
\begin{equation}
C_6=\hbar\,\Omega\,\alpha_A\alpha_B ,
\label{eq:form}
\end{equation}
where $\Omega$ is a frequency characteristic of the two atoms. The task is to find $\Omega$. We start with a model in which it can be found from ordinary mechanics.

\subsection{The simple case: two charged oscillators}

Replace each atom by a particle of charge $q$ and mass $m$, bound by an isotropic spring of angular frequency $\omega$ to a fixed charge $-q$. Labels A and B distinguish the two systems. A static field $F$ displaces the particle until $m\omega^2x=qF$, so the dipole is $qx=q^2F/(m\omega^2)$ and
\begin{equation}
\alpha=\frac{q^2}{m\omega^2}.
\label{eq:oscalpha}
\end{equation}

The dipole interaction, derived from Coulomb's law below, is
\begin{equation}
V=\frac{q_Aq_B}{R^3}\sum_k g_k\,x_{A,k}x_{B,k},
\qquad (g_x,g_y,g_z)=(1,1,-2).
\end{equation}
It does not mix the three directions, so each can be treated alone. With the coordinates $X=\sqrt m\,x$, the potential energy for one direction becomes
\begin{equation}
\frac12\omega_A^2X_A^2+\frac12\omega_B^2X_B^2+\kappa X_AX_B,
\qquad
\kappa=\frac{g\,q_Aq_B}{\sqrt{m_Am_B}\,R^3}.
\end{equation}
The squared normal-mode frequencies $\omega_\pm^2$ are the eigenvalues of the matrix with diagonal elements $\omega_A^2,\omega_B^2$ and off-diagonal element $\kappa$. Their sum is the trace, and their product is the determinant. Hence
\begin{align}
(\omega_++\omega_-)^2
&=\omega_+^2+\omega_-^2+2\omega_+\omega_-\notag\\
&=\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-\kappa^2}.
\end{align}
For weak coupling the square root is $\omega_A\omega_B-\kappa^2/(2\omega_A\omega_B)$ to leading order, and
\begin{equation}
(\omega_++\omega_-)^2\simeq(\omega_A+\omega_B)^2-\frac{\kappa^2}{\omega_A\omega_B}.
\end{equation}
Taking the square root again gives
\begin{equation}
\omega_++\omega_-\simeq\omega_A+\omega_B
-\frac{\kappa^2}{2\omega_A\omega_B(\omega_A+\omega_B)}.
\end{equation}
The ground-state energy of each mode is $\hbar\omega_\pm/2$. The energy shift for one direction is therefore
\begin{equation}
\Delta E_k=-\frac{\hbar\kappa^2}{4\omega_A\omega_B(\omega_A+\omega_B)}.
\end{equation}
Equation~\eqref{eq:oscalpha} gives $q^2/m=\alpha\omega^2$, so
$\kappa^2=g_k^2\alpha_A\alpha_B\omega_A^2\omega_B^2/R^6$.
Since $\sum_kg_k^2=1+1+4=6$, the three directions add up to
\begin{equation}
\boxed{C_6=\frac{3\hbar}{2}\,\alpha_A\alpha_B\,
\frac{\omega_A\omega_B}{\omega_A+\omega_B}}
\label{eq:london}
\end{equation}
This is London's formula. In this model it is the leading term at large $R$, and it supplies the frequency $\Omega$ in \eqref{eq:form}. The program compares it with the numerically exact modes of two unequal oscillators.

The attraction comes from zero-point motion. One mode of each pair is lowered and the other is raised, but the sum of the two frequencies falls.

\paragraph{A limit.}
Let B be much faster than A, $\omega_B\gg\omega_A$. Equation~\eqref{eq:london} becomes $C_6\simeq\frac32\hbar\omega_A\alpha_A\alpha_B$. This can be checked by another argument. The fast system follows the instantaneous field $\mathcal F$ of A, which gives the energy $-\frac12\alpha_B\langle\mathcal F^2\rangle$. The components of that field at B are $-g_kq_Ax_{A,k}/R^3$, so
\begin{equation}
\langle\mathcal F^2\rangle=\frac{6q_A^2\langle x_A^2\rangle}{R^6}
=\frac{6q_A^2}{R^6}\frac{\hbar}{2m_A\omega_A}
=\frac{3\hbar\omega_A\alpha_A}{R^6}.
\end{equation}
Here $\langle x_A^2\rangle$ refers to one component. Multiplication by $-\frac12\alpha_B$ reproduces the limit, including its factor.

\paragraph{Where the model fails.}
The lower mode is stable if $\kappa^2<\omega_A^2\omega_B^2$. The strongest coupling, $g_z=-2$, requires $R^6>4\alpha_A\alpha_B$. The expansion needs $R^6$ to be much larger than this.

\subsection{The interaction between real atoms}

An atom has many transition frequencies, so the oscillator result cannot be carried over unchanged. We first derive the coupling. The electron charge is $-e$. Consider one electron at $\mathbf r_1$ from nucleus A and one at $\mathbf r_2$ from nucleus B, each paired with one unit of positive nuclear charge. The energy between the two pairs is
\begin{equation}
V_{12}=e^2\left[\frac1R+\frac1{|R\hat{\mathbf z}+\mathbf r_2-\mathbf r_1|}
-\frac1{|R\hat{\mathbf z}+\mathbf r_2|}
-\frac1{|R\hat{\mathbf z}-\mathbf r_1|}\right].
\end{equation}
The terms are nucleus--nucleus, electron--electron, electron 2 with nucleus A, and electron 1 with nucleus B. For a displacement $\mathbf d$ small compared with $R$,
\begin{align}
\frac1{|R\hat{\mathbf z}+\mathbf d|}
&=\frac1R\left(1+\frac{2d_z}{R}+\frac{d^2}{R^2}\right)^{-1/2}\notag\\
&=\frac1R-\frac{d_z}{R^2}+\frac{3d_z^2-d^2}{2R^3}+O(R^{-4}).
\end{align}
The second line uses $(1+s)^{-1/2}=1-s/2+3s^2/8+\cdots$.

The $1/R$ terms have signs $1+1-1-1$ and cancel. The $1/R^2$ terms give $-(z_2-z_1)+z_2-z_1=0$. At order $1/R^3$, the squares of $\mathbf r_1$ and $\mathbf r_2$ cancel and the cross terms remain:
\begin{equation}
V_{12}\simeq\frac{e^2}{R^3}\left(\mathbf r_1\cdot\mathbf r_2-3z_1z_2\right)
=\frac{e^2}{R^3}(x_1x_2+y_1y_2-2z_1z_2).
\end{equation}
In a neutral atom every electron can be paired with one unit of nuclear charge. Summation over all pairs gives
\begin{equation}
V=\frac{e^2}{R^3}\left(X_AX_B+Y_AY_B-2Z_AZ_B\right),
\label{eq:dipole}
\end{equation}
where, for example, $Z_A=\sum_iz_i$ runs over the electrons of A, with positions measured from nucleus A.

This treatment assumes that the electron clouds do not overlap appreciably. Each electron can then be assigned to one atom. Exchange between the atoms and the tails in which $|\mathbf r|$ is comparable with $R$ are exponentially small and are neglected. The fields are also taken as instantaneous, a restriction to which we return in the second half.

\subsection{Second-order perturbation theory}

Let both ground states be spherical and non-degenerate, apart from a possible spin degeneracy on which $V$ does not act. Denote the excited states of A by $n$ and those of B by $m$, with excitation energies $\hbar\omega_n$ and $\hbar\omega_m$. Sums over states include integrals over the continuum.

The first-order energy is the electrostatic energy of two undistorted atoms. By Gauss's law a neutral spherical charge cloud produces no field outside itself, so this energy vanishes apart from overlap. In second order,
\begin{equation}
E^{(2)}=-\sum_{n,m}\frac{|\langle nm|V|00\rangle|^2}{\hbar(\omega_n+\omega_m)}.
\label{eq:second}
\end{equation}
Both atoms must be excited. If one of them stayed in its ground state, the matrix element would contain its average dipole, which is zero.

Squaring \eqref{eq:dipole} produces products such as $X_AY_A$. To see what happens to them, collect all states of one energy level and form
\begin{equation}
S_{kl}=\sum_{n\,\in\,\text{level}}
\langle0|R_k|n\rangle\langle n|R_l|0\rangle,
\qquad (R_x,R_y,R_z)=(X,Y,Z).
\end{equation}
A complete level and a spherical ground state are both unchanged by rotations and reflections. The reflection $x\to-x$ changes the sign of $S_{xy}$, so $S_{xy}=0$, and the same holds for the other off-diagonal elements. Rotations by $90^\circ$ exchange the axes, so $S_{xx}=S_{yy}=S_{zz}$. For one level of A and one of B, the sum of squared matrix elements is then
\begin{equation}
\frac{e^4}{R^6}\sum_{kl}g_kg_lS^A_{kl}S^B_{kl}
=\frac{e^4}{R^6}(1+1+4)S^A_{zz}S^B_{zz}.
\end{equation}
With $Z_n=\langle n|Z_A|0\rangle$ and $Z_m=\langle m|Z_B|0\rangle$, equation~\eqref{eq:second} gives
\begin{equation}
\boxed{C_6=\frac{6e^4}{\hbar}\sum_{n,m}
\frac{|Z_n|^2|Z_m|^2}{\omega_n+\omega_m}}
\label{eq:double}
\end{equation}
Every term is positive, so this energy is an attraction for any two atoms that meet the assumptions.

The first correction is of order $R^{-8}$. The next term of the Coulomb expansion varies as $R^{-4}$ and is cubic in the electron coordinates. It is therefore odd when all electrons are inverted through their own nuclei, whereas \eqref{eq:dipole} is even. The two operators lead from the ground state to states of opposite parity, and their cross term, which would vary as $R^{-7}$, vanishes.

\paragraph{Return to the oscillators.}
The position operator takes an oscillator from its ground state to the first excited state alone, with squared matrix element $\hbar/(2m\omega)$. Replacing $e^4$ in \eqref{eq:double} by $q_A^2q_B^2$ gives
\begin{align}
C_6&=\frac{6q_A^2q_B^2}{\hbar}\,
\frac{\hbar}{2m_A\omega_A}\frac{\hbar}{2m_B\omega_B}
\frac1{\omega_A+\omega_B}\notag\\
&=\frac{3\hbar}{2}\alpha_A\alpha_B\frac{\omega_A\omega_B}{\omega_A+\omega_B},
\end{align}
where the last step uses $q^2/m=\alpha\omega^2$. The general sum contains the simple case.

\paragraph{Why this is correlation energy.}
Suppose that the pair is described by a product of one wave function for each atom. Its interaction then depends on the average dipoles $p_A$ and $p_B$. Creating a small dipole costs $p^2/(2\alpha)$, because minimizing $p^2/(2\alpha)-pF$ gives $p=\alpha F$. For each direction the energy change is
\begin{equation}
\frac{p_A^2}{2\alpha_A}+\frac{p_B^2}{2\alpha_B}+\frac{g_kp_Ap_B}{R^3}.
\end{equation}
For $R^6>4\alpha_A\alpha_B$ this is positive unless both dipoles vanish. The product state gains nothing. The attraction requires fluctuations of the two dipoles that are correlated although each average is zero.

\section{Second half: the response formula and two hydrogen atoms}

\subsection{Results carried over}

Atoms A and B are neutral and spherical, with fixed nuclei a distance $R$ apart and negligible overlap. Their dipole transitions have angular frequencies $\omega_n$ and $\omega_m$, and $Z_n$, $Z_m$ are the corresponding matrix elements of the summed electron coordinate $Z$. The energy is $-C_6/R^6$ to leading order, with
\begin{equation}
C_6=\frac{6e^4}{\hbar}\sum_{n,m}
\frac{|Z_n|^2|Z_m|^2}{\omega_n+\omega_m}.
\label{eq:start}
\end{equation}
For two oscillators this becomes London's formula,
$C_6=\frac32\hbar\,\alpha_A\alpha_B\,\omega_A\omega_B/(\omega_A+\omega_B)$,
where $\alpha$ without an argument is the static polarizability. The denominator in \eqref{eq:start} ties the two atoms together. We now express $C_6$ through properties of each atom alone.

\subsection{Response to a growing field}

Apply to one atom a weak field $Fe^{ut}$ along $z$, with $u>0$, starting from the ground state in the distant past. A field $e^{-i\omega t}$ takes this form for $\omega=iu$, which is the meaning of an imaginary frequency. The dipole operator is $-eZ$, so the perturbation is $+eZFe^{ut}$. To first order, the amplitude of state $n$ obeys
\begin{equation}
i\hbar\,\dot c_n=eFZ_n\,e^{(u+i\omega_n)t}.
\end{equation}
Integration from $t=-\infty$ gives
\begin{equation}
c_n=-\frac{i\,eFZ_n}{\hbar}\frac{e^{(u+i\omega_n)t}}{u+i\omega_n}
=-\frac{eFZ_n}{\hbar}\frac{\omega_n+iu}{\omega_n^2+u^2}\,e^{(u+i\omega_n)t}.
\end{equation}
The induced dipole is $-2e\,\mathrm{Re}\sum_nZ_n^*c_ne^{-i\omega_nt}$. The oscillating phases cancel, the term with $iu$ has no real part, and the dipole equals $\alpha(iu)Fe^{ut}$ with
\begin{equation}
\alpha(iu)=\frac{2e^2}{\hbar}\sum_n\frac{\omega_n|Z_n|^2}{\omega_n^2+u^2}.
\label{eq:alpha}
\end{equation}
This function is positive and decreases smoothly with $u$; it has no resonances.

\paragraph{Limit of fast growth.}
For large $u$ the electrons should respond as free particles. From $m\ddot z=-eFe^{ut}$ we find $z=-eFe^{ut}/(mu^2)$, so $N$ electrons have $\alpha=Ne^2/(mu^2)$. Equation~\eqref{eq:alpha} agrees if
\begin{equation}
\sum_n\omega_n|Z_n|^2=\frac{\hbar N}{2m}.
\label{eq:sumrule}
\end{equation}
To prove this, note that the Coulomb potentials commute with $Z$. The kinetic energy gives $[H,Z]=-i\hbar P_z/m$, where $P_z$ is the total momentum, and therefore $[Z,[H,Z]]=\hbar^2N/m$. The ground-state average of the same double commutator is $2\sum_n\hbar\omega_n|Z_n|^2$, because $[Z,[H,Z]]=2ZHZ-Z^2H-HZ^2$. Equating the two results gives \eqref{eq:sumrule}.

We have found $C_6$ as a double sum over the transitions of both atoms, and for a single atom we have derived the polarizability $\alpha(iu)$ and a sum rule for its transitions. It remains to express $C_6$ through the polarizabilities of the separate atoms, to bound the frequency in London's formula, and to calculate $C_6$ for two hydrogen atoms.
